# Loop, Bubble and Tadpole Phonon Shifts and Thermal Internal Relaxation

A crystal is held at fixed cell shape and volume. Its Born–Oppenheimer energy is expanded about the static minimum in real, mass-weighted normal coordinates $Q_a$ with momenta $P_a$:

$$H=\tfrac12\sum_a(P_a^2+\omega_a^2Q_a^2)+\tfrac16\sum_{abc}\Phi_{abc}Q_aQ_bQ_c+\tfrac1{24}\sum_{abcd}\Phi_{abcd}Q_aQ_bQ_cQ_d .$$

The coefficients are symmetric in their indices. Density functional perturbation theory supplies the frequencies $\omega_a$ and, with higher derivatives, the $\Phi$'s. Uniform translations are removed, so every $\omega_a>0$. The harmonic thermal averages are

$$S_a=\langle Q_a^2\rangle_0=\frac{\hbar(2n_a+1)}{2\omega_a},\qquad n_a=\frac1{e^{\hbar\omega_a/k_BT}-1}.$$

The task is to find the leading anharmonic shift of a phonon frequency, to order its parts in $\hbar$, and to give the part that contains a mean displacement its physical meaning.

## (a) Which anharmonic terms enter first?

**Question.** A weak force $f_\lambda(t)$ adds $-\sum_\lambda f_\lambda Q_\lambda$ to $H$. Find the power of $\hbar$ carried by each coupling, and by the cumulants of the displacements, at fixed $\hbar\omega/k_BT$.

**Solution.** Put $Q=\sqrt\hbar\,y$ and $P=\sqrt\hbar\,p$, so that $[y,p]=i$. Then

$$\frac H\hbar=\tfrac12\sum(p^2+\omega^2y^2)+\frac{\sqrt\hbar}6\sum\Phi_3y^3+\frac{\hbar}{24}\sum\Phi_4y^4-\frac1{\sqrt\hbar}\sum f y .$$

Time evolution depends on $H/\hbar$, and the thermal weight on $(\hbar/k_BT)(H/\hbar)$. With $\hbar/k_BT$ fixed, $\hbar$ therefore enters only through the prefactors shown.

Reversing $y$, $f$ and $\Phi_3$ together leaves $H$ unchanged. The linear response of a product of $m$ coordinates is thus even in $\Phi_3$ for odd $m$ and odd in $\Phi_3$ for even $m$. Write $Q_a=\bar Q_a+q_a$ with $\bar Q_a=\langle Q_a\rangle$, let $C_{ab}$ be the symmetrized covariance of the $q$'s, and $\kappa_{abc}$ their third cumulant. A prefix $\delta$ marks the part linear in $f$.

- $\delta\bar Q\sim\sqrt\hbar\,\hbar^{-1/2}[1+O(\hbar)]f$. The correction contains $\Phi_4$ once or $\Phi_3$ twice.
- $\delta C\sim\hbar\,\hbar^{-1/2}\sqrt\hbar\,f=\hbar f$, with $\Phi_3$ once.
- $\delta\kappa\sim\hbar^{3/2}\hbar^{-1/2}\,\hbar f=\hbar^2f$. The term without anharmonicity is absent, because a linear force displaces a Gaussian state without changing its shape.

Without the force, the same counting gives $\bar Q=O(\hbar)$, $C_{ab}=\delta_{ab}S_a+O(\hbar^2)$ and $\kappa=O(\hbar^2)$. One quartic coupling and two cubic couplings therefore enter at the same order, and neither may be dropped on grounds of order.

## (b) The equation for the driven mean

**Question.** Derive the linear equation obeyed by $\delta\bar Q_\lambda(t)$ through order $\hbar$.

**Solution.** Since $\dot Q_\lambda=P_\lambda$ and $\dot P_\lambda=-\partial V/\partial Q_\lambda+f_\lambda$, and coordinates at equal times commute,

$$\ddot Q_\lambda+\omega_\lambda^2Q_\lambda+\tfrac12\sum_{ab}\Phi_{\lambda ab}Q_aQ_b+\tfrac16\sum_{abc}\Phi_{\lambda abc}Q_aQ_bQ_c=f_\lambda .$$

The factor $\tfrac16$ became $\tfrac12$ because any of three equal factors may be differentiated, and $\tfrac1{24}$ became $\tfrac16$ because any of four may. Averaging uses

$$\langle Q_aQ_b\rangle=\bar Q_a\bar Q_b+C_{ab},$$
$$\langle Q_aQ_bQ_c\rangle=\bar Q_a\bar Q_b\bar Q_c+\bar Q_aC_{bc}+\bar Q_bC_{ac}+\bar Q_cC_{ab}+\kappa_{abc}.$$

Without force the time derivative vanishes. At order $\hbar$ only the harmonic term and the covariance in the cubic term survive, so

$$\bar Q_c=-\frac1{2\omega_c^2}\sum_a\Phi_{caa}S_a. \tag{1}$$

Now collect the terms linear in $f$. The cubic term gives $\sum\Phi_{\lambda\mu c}\bar Q_c\,\delta\bar Q_\mu$, the factor $\tfrac12$ being cancelled by the two choices of driven factor, and also $\tfrac12\sum\Phi_{\lambda ab}\,\delta C_{ab}$. The quartic term gives $\tfrac16\cdot3\sum\Phi_{\lambda\mu aa}S_a\,\delta\bar Q_\mu$. Its other pieces contain $\bar Q\bar Q\,\delta\bar Q$, $\bar Q\,\delta C$ or $\delta\kappa$, all of order $\hbar^2$. Hence

$$\delta\ddot{\bar Q}_\lambda+\omega_\lambda^2\delta\bar Q_\lambda+\sum_{\mu}\Big[\sum_c\Phi_{\lambda\mu c}\bar Q_c+\tfrac12\sum_a\Phi_{\lambda\mu aa}S_a\Big]\delta\bar Q_\mu+\tfrac12\sum_{ab}\Phi_{\lambda ab}\,\delta C_{ab}=f_\lambda. \tag{2}$$

The three anharmonic terms have distinct origins: a static displacement, a static variance, and a variance that follows the motion.

## (c) The variance that follows the motion

**Question.** Find $\delta C_{ab}$ for $\delta\bar Q_\mu(t)\propto e^{-i\Omega t}$, switched on slowly from the distant past.

**Solution.** By part (a), $\delta C$ is needed only to first order in $\Phi_3$. Subtracting the averaged equation of motion from the full one gives, to that order,

$$\ddot q_a+\omega_a^2q_a=-\sum_{b\mu}\Phi_{ab\mu}\,\delta\bar Q_\mu q_b-\tfrac12\sum_{bc}\Phi_{abc}(q_bq_c-C_{bc}).$$

The last term enters $\delta C$ through third moments of harmonic fluctuations, which vanish for a Gaussian state. The retarded solution for the first term is

$$q_a^{(1)}(t)=-\int_0^\infty d\tau\,\frac{\sin\omega_a\tau}{\omega_a}\sum_{b\mu}\Phi_{ab\mu}\,\delta\bar Q_\mu(t-\tau)\,q_b^{(0)}(t-\tau).$$

A free oscillator obeys $q(t)=q\cos\omega t+(p/\omega)\sin\omega t$. In equilibrium $\langle p^2\rangle=\omega^2S$ and the symmetrized $\langle qp\rangle$ is zero, so the symmetrized correlation of $q_b^{(0)}(t-\tau)$ with $q_b^{(0)}(t)$ is $S_b\cos\omega_b\tau$. Different modes are uncorrelated. Adding the corrections to both factors of $C_{ab}$,

$$\delta C_{ab}(t)=-\sum_\mu\Phi_{ab\mu}\int_0^\infty\! d\tau\,\delta\bar Q_\mu(t-\tau)\Big[\frac{S_b}{\omega_a}\sin\omega_a\tau\cos\omega_b\tau+\frac{S_a}{\omega_b}\sin\omega_b\tau\cos\omega_a\tau\Big].$$

Let $s=\omega_a+\omega_b$ and $d=\omega_a-\omega_b$. Then $\sin\omega_a\tau\cos\omega_b\tau=\tfrac12(\sin s\tau+\sin d\tau)$, and the other product has $-\sin d\tau$. Slow switching replaces $\Omega$ by $\Omega+i0$, so that $\int_0^\infty\sin(w\tau)\,e^{i\Omega\tau}d\tau=w/(w^2-\Omega^2)$. The integral becomes $\delta\bar Q_\mu(t)B_{ab}(\Omega)$ with

$$B_{ab}=\frac12\frac{s}{s^2-\Omega^2}\Big(\frac{S_b}{\omega_a}+\frac{S_a}{\omega_b}\Big)+\frac12\frac{d}{d^2-\Omega^2}\Big(\frac{S_b}{\omega_a}-\frac{S_a}{\omega_b}\Big).$$

Since $S_b/\omega_a=\hbar(2n_b+1)/(2\omega_a\omega_b)$, this is

$$B_{ab}(\Omega)=\frac{\hbar}{2\omega_a\omega_b}\left[\frac{(n_a+n_b+1)\,s}{s^2-\Omega^2}+\frac{(n_b-n_a)\,d}{d^2-\Omega^2}\right],\qquad \delta C_{ab}=-\sum_\mu\Phi_{ab\mu}B_{ab}\,\delta\bar Q_\mu. \tag{3}$$

The first term is resonant when the phonon can turn into two others. The second is resonant when it can lift a thermally present phonon into another mode, and it vanishes at $T=0$.

## (d) The three frequency shifts

**Question.** Obtain the shift of a nondegenerate mode and check it on a single oscillator.

**Solution.** With (3), equation (2) becomes $\sum_\mu[(\omega_\lambda^2-\Omega^2)\delta_{\lambda\mu}+\Pi_{\lambda\mu}]\delta\bar Q_\mu=f_\lambda$. The diagonal element is $\Pi_{\lambda\lambda}=\Pi^{\rm loop}+\Pi^{\rm tad}+\Pi^{\rm bub}$, with

$$\Pi^{\rm loop}=\tfrac12\sum_a\Phi_{\lambda\lambda aa}S_a,\qquad \Pi^{\rm tad}=\sum_c\Phi_{\lambda\lambda c}\bar Q_c=-\sum_{ca}\frac{\Phi_{\lambda\lambda c}\Phi_{caa}S_a}{2\omega_c^2},$$
$$\Pi^{\rm bub}(\Omega)=-\tfrac12\sum_{ab}\Phi_{\lambda ab}^2B_{ab}(\Omega).$$

A free oscillation occurs where $\Omega^2=\omega_\lambda^2+\Pi_{\lambda\lambda}$. Off-diagonal elements change $\Omega^2$ by about $\Pi_{\lambda\mu}^2/(\omega_\lambda^2-\omega_\mu^2)$, which is of order $\hbar^2$ for a nondegenerate mode. Expanding the square root,

$$\Delta\omega_\lambda=\frac{{\rm Re}\,\Pi_{\lambda\lambda}(\omega_\lambda)}{2\omega_\lambda}. \tag{4}$$

For a degenerate set, the matrix $\Pi$ within the set must be diagonalized instead.

For one oscillator at $T=0$, with cubic and quartic coefficients $g$ and $h$, $S=\hbar/2\omega$ and $B(\omega)=(\hbar/2\omega^2)\,2\omega/(4\omega^2-\omega^2)=\hbar/3\omega^3$. The shifts are

$$\text{loop}=\frac{\hbar h}{8\omega^2},\qquad \text{tadpole}=-\frac{\hbar g^2}{8\omega^4},\qquad \text{bubble}=-\frac{\hbar g^2}{12\omega^4}.$$

Ordinary perturbation theory gives the same. Let $X=a+a^\dagger$, with $a$ the lowering operator. The quartic energy is $(h/24)(\hbar/2\omega)^2\langle X^4\rangle$, where $\langle X^4\rangle=3$ in the ground state and 15 in the first excited state. The difference, divided by $\hbar$, is $\hbar h/8\omega^2$.

For the cubic term the squared elements of $X^3$ are 9 and 6 from level 0 to levels 1 and 3, and 9, 72 and 24 from level 1 to levels 0, 2 and 4. With $v^2=(g^2/36)(\hbar/2\omega)^3$, second order gives

$$E_0=-\frac{v^2}{\hbar\omega}\Big(9+\frac63\Big)=-\frac{11v^2}{\hbar\omega},\qquad E_1=-\frac{v^2}{\hbar\omega}\Big(-9+72+\frac{24}3\Big)=-\frac{71v^2}{\hbar\omega}.$$

The difference is $-60v^2/\hbar\omega=-5\hbar^2g^2/24\omega^4$. Divided by $\hbar$ it equals tadpole plus bubble, since $\tfrac18+\tfrac1{12}=\tfrac5{24}$.

A two-mode model diagonalized numerically at finite temperature extends the check. For mode 1, at an imaginary frequency, the coefficient of $\hbar$ in $\Pi$ with quartic terms alone is 0.6338, as the loop gives. With cubic terms alone it is $-0.6549$, against $-0.4711-0.1838=-0.6549$ from tadpole and bubble.

## (e) In what sense are the shifts of the same order in $\hbar$?

**Question.** Compare the limits $T=0$ and $k_BT\gg\hbar\omega$.

**Solution.** At $T=0$ all $n_a$ vanish, and $S_a$ and $B_{ab}$ are proportional to $\hbar$; so are all three shifts. The same holds at finite temperature if $\hbar\omega/k_BT$ is kept fixed.

At fixed $T$ the occupations also depend on $\hbar$. In the classical limit $\hbar n_a\to k_BT/\omega_a$, so $S_a\to k_BT/\omega_a^2$. In $B_{ab}$,

$$\hbar(n_a+n_b+1)\to\frac{k_BT\,s}{\omega_a\omega_b},\qquad \hbar(n_b-n_a)\to k_BT\Big(\frac1{\omega_b}-\frac1{\omega_a}\Big)=\frac{k_BT\,d}{\omega_a\omega_b},$$
$$B_{ab}\to\frac{k_BT}{2\omega_a^2\omega_b^2}\left[\frac{s^2}{s^2-\Omega^2}+\frac{d^2}{d^2-\Omega^2}\right].$$

All three shifts are then linear in $T$ and free of $\hbar$. The statement that covers both regimes is that each shift is of first order in the mean-square displacement. Equal order does not mean equal size, and symmetry can remove a term.

## (f) What does the tadpole describe?

**Question.** Move the atoms by static amounts $X_c$ at fixed cell, and minimize the static energy plus the harmonic vibrational free energy. Compare the result with (1) and with $\Pi^{\rm tad}$.

**Solution.** To first order in $X$, the matrix of second derivatives is $D_{ab}=\omega_a^2\delta_{ab}+\sum_c\Phi_{abc}X_c$. The free energy

$$F_{\rm vib}=\sum_a\Big[\tfrac12\hbar\omega_a+k_BT\ln(1-e^{-\hbar\omega_a/k_BT})\Big]$$

is the trace of a function of $D$. Its first derivative therefore needs only the diagonal elements $\partial D_{aa}/\partial X_c=\Phi_{aac}$, even for degenerate modes. From $\partial F_{\rm vib}/\partial\omega_a=\hbar(n_a+\tfrac12)$ and $d\omega_a=d(\omega_a^2)/2\omega_a$,

$$\frac{\partial F_{\rm vib}}{\partial X_c}=\sum_a\frac{\hbar(n_a+\frac12)}{2\omega_a}\Phi_{aac}=\tfrac12\sum_a\Phi_{caa}S_a .$$

The static energy contributes $\omega_c^2X_c$. The minimum condition $\omega_c^2X_c+\tfrac12\sum_a\Phi_{caa}S_a=0$ gives $X_c=\bar Q_c$ of equation (1). At these positions the harmonic $\omega_\lambda^2$ has changed by $\sum_c\Phi_{\lambda\lambda c}\bar Q_c=\Pi^{\rm tad}$. The tadpole is thus, to this order, the change of the harmonic frequency when the atoms relax to their thermal mean positions, zero-point motion included.

The thermal force $-\partial F_{\rm vib}/\partial X_c$ is the gradient of a function with the full symmetry of the crystal, taken at a symmetric point. It can act only on lattice-periodic, fully symmetric displacements, that is, on the fully symmetric ones among the zone-centre optical modes. These are the internal coordinates that symmetry leaves free. If there are none, the tadpole vanishes. A change of the cell is not a lattice-periodic displacement, so thermal expansion is a separate contribution.

In practice, if the dynamical matrix is computed at the thermally relaxed positions, the tadpole is already in its frequencies and must not be added again. At those positions the static force balances the thermal one, and, to this order, the mean displacement measured from them is zero. The first-order treatment fails when a fully symmetric mode is soft, since (1) contains $1/\omega_c^2$.

## (g) A chain with one free internal coordinate

**Question.** Atoms of equal mass $M$ form a ring of $N$ cells with alternating bonds, whose energies have second, third and fourth derivatives $k_i,g_i,h_i$ ($i=1,2$). Evaluate the shifts of the zone-centre optical mode.

**Solution.** In this mode the two atoms of each cell move by $\mp Q/\sqrt{2NM}$. Bond 1 stretches by $\beta Q$ and bond 2 by $-\beta Q$, with $\beta=\sqrt{2/NM}$. Hence $\omega_o^2=N\beta^2(k_1+k_2)=2(k_1+k_2)/M$. Let $\sigma_i$ be the harmonic variance of bond $i$. The sums over modes become sums over bonds:

$$\tfrac12\sum_a\Phi_{oaa}S_a=\tfrac12N\beta(g_1\sigma_1-g_2\sigma_2),\qquad \Pi^{\rm loop}=\tfrac12N\beta^2(h_1\sigma_1+h_2\sigma_2).$$

The mean stretch of bond 1 is $x=\beta\bar Q_o$, and $\Pi^{\rm tad}=N\beta^3(g_1-g_2)\bar Q_o=N\beta^2(g_1-g_2)x$. Dividing by $\omega_o^2$ where needed,

$$x=-\frac{g_1\sigma_1-g_2\sigma_2}{2(k_1+k_2)},\qquad \frac{\Delta\omega^{\rm loop}}{\omega_o}=\frac{h_1\sigma_1+h_2\sigma_2}{4(k_1+k_2)},\qquad \frac{\Delta\omega^{\rm tad}}{\omega_o}=\frac{(g_1-g_2)x}{2(k_1+k_2)}.$$

Take $M=20$ u and Morse bonds $(k/2a^2)(1-e^{-ab})^2$ with stretch $b$, for which $g=-3ak$ and $h=7a^2k$. The round model values are $k=18$ and 4 eV/Å$^2$, $a=2.0$ and 1.2 Å$^{-1}$. Then $g=-108$ and $-14.4$ eV/Å$^3$, $h=504$ and 40.32 eV/Å$^4$, and $\omega_o=773.47$ cm$^{-1}$. At 300 K the variances are 0.002566 and 0.007654 Å$^2$, so

$$x=\frac{108(0.002566)-14.4(0.007654)}{44}=\frac{0.2771-0.1102}{44}=0.00379\ \text{Å},$$
$$\Delta\omega^{\rm loop}=773.47\,\frac{1.293+0.309}{88}=14.1\ {\rm cm^{-1}},\qquad \Delta\omega^{\rm tad}=773.47\,\frac{(-93.6)(0.00379)}{44}=-6.2\ {\rm cm^{-1}}.$$

The bubble is summed numerically from (3) and gives $-11.9$ cm$^{-1}$. In the finite ring no pair of modes is exactly resonant, so the sum for the shift needs no artificial broadening. Momentum conservation pairs modes at $\pm q$, and the trace of the $2\times2$ dynamical matrix gives $\omega_{ac}^2+\omega_{op}^2=\omega_o^2$. So for $q\ne0$ the sum $\omega_{ac}+\omega_{op}$ lies above $\omega_o$ and the difference below it. Two acoustic phonons reach at most 660 cm$^{-1}$, and two optical ones start at 1399 cm$^{-1}$.

The mixed sum does approach $\omega_o$ as $q\to0$. There the sum and difference terms of (3) contain $n_{ac}/2\omega_{ac}$ with opposite signs, which cancel. What remains of $B$ grows as $1/\omega_{ac}^2$, while the squared coupling falls as $q^2$, so the contribution to the shift stays finite. This does not mean that the mode is undamped. In an infinite chain the imaginary parts of the two terms add instead of cancelling, and because $n_{ac}$ grows as $1/q$ they leave a finite width at $T>0$. At this order the half width is about 8 cm$^{-1}$ at 300 K and 16 cm$^{-1}$ at 600 K, larger than the total shifts given below, which locate the centre of this broad line.

The lowest-order total at 300 K is $-4.0$ cm$^{-1}$. Without the tadpole it would be $+2.2$ cm$^{-1}$, so here internal relaxation decides the sign. For a ring of 400 cells, the total goes from $-5.7$ cm$^{-1}$ at 0 K to $-2.9$ cm$^{-1}$ at 600 K: the loop grows by 8.6 cm$^{-1}$ and the bubble becomes more negative by 6.1 cm$^{-1}$.

The relaxation is not monotonic: $x=0.0043$, 0.0038 and 0.0042 Å at 0, 300 and 600 K. The formula for $x$ shows why. From 0 to 300 K, $108\,\sigma_1$ rises by 0.026 eV/Å and $14.4\,\sigma_2$ by 0.051, so $x$ falls. From 300 to 600 K the rises are 0.102 and 0.085, and $x$ grows.

In the classical limit of a long ring the bonds fluctuate independently, so $\sigma_i=k_BT/k_i$. With $g_i=-3a_ik_i$,

$$x\to\frac{3(a_1-a_2)k_BT}{2(k_1+k_2)} .$$

To first order in $T$, the bond with the larger $a$ lengthens, and equal range parameters give no classical relaxation even for unequal force constants.

Finally, the free energy was minimized with the full Morse potential for 40 cells at 300 K. When $\hbar$ and $k_BT$ are both multiplied by a small factor, the shift of the relaxed harmonic frequency, divided by that factor, tends to the tadpole of that ring, $-6.283$ cm$^{-1}$. At their actual values the shift is $-6.253$ cm$^{-1}$, a difference of 0.5% of the tadpole from higher orders of the relaxation alone. This is not the accuracy of the total shift. The total is a near cancellation of larger terms, its higher-order corrections are not evaluated here, and at 600 K they may be as large as the total itself. Doubling the ring from 200 to 400 cells changes no term by more than 0.03 cm$^{-1}$ at 300 K.

## Computed values

```
Two-mode model (dimensionless), coefficients of hbar, mode 1:
 Pi quartic only: exact 0.63383, loop 0.63384
 Pi cubic only: exact -0.65493, tadpole -0.47111 + bubble -0.18384
 mean Q: exact -0.54168, formula -0.54168
 T=0 transition shift/hbar, mode 1: exact -0.03016, formula -0.03017
 T=0 transition shift/hbar, mode 2: exact 0.00684, formula 0.00684
Two-cell ring, optical Pi/hbar (program units): exact -0.08992, formula -0.08992
Chain: mass 20 u, 400 cells
 bond 1: k 18.0 eV/A^2, a 2.0 1/A, third -108.0 eV/A^3, fourth 504.00 eV/A^4
 bond 2: k 4.0 eV/A^2, a 1.2 1/A, third -14.4 eV/A^3, fourth 40.32 eV/A^4
 zone-centre optical frequency: 773.47 cm^-1
 twice the highest acoustic: 659.61 cm^-1
 twice the lowest optical: 1399.25 cm^-1
T = 0 K: bond variances 0.002322, 0.004138 A^2; bond 1 relaxation 0.004346 A
  loop 11.754, tadpole -7.151, bubble -10.348, total -5.745 cm^-1
T = 150 K: bond variances 0.002365, 0.005197 A^2; bond 1 relaxation 0.004104 A
  loop 12.318, tadpole -6.753, bubble -10.752, total -5.187 cm^-1
T = 300 K: bond variances 0.002566, 0.007654 A^2; bond 1 relaxation 0.003794 A
  loop 14.081, tadpole -6.243, bubble -11.852, total -4.014 cm^-1
T = 600 K: bond variances 0.003512, 0.013552 A^2; bond 1 relaxation 0.004186 A
  loop 20.361, tadpole -6.887, bubble -16.423, total -2.948 cm^-1
Change from 200 to 400 cells at 300 K (loop, tadpole, bubble): 0.008, 0.004, -0.023 cm^-1
Free-energy test at 300 K, 40 cells:
 relaxation: formula 0.003819 A, small-hbar limit 0.003819 A, full minimum 0.003827 A
 shift: tadpole -6.283 cm^-1, small-hbar limit -6.283 cm^-1, full -6.253 cm^-1
Classical limit, kT = 30 hbar omega, Pi/kT (1/(u A^2)): loop 1.8874, tadpole -0.5205, bubble -1.4582
```
